# Correlated atomic motion: EXAFS σ² and diffraction displacement parameters: verification in Python

```python
# Result under test: EXAFS sigma_n^2 = <(u_n-u_0)^2> = 2U - 2C_n, with U = <u^2>
# (diffraction displacement parameter) and C_n = <u_0 u_n>, for the chain
# V = sum K (u_{j+1}-u_j)^2/2 + K0 u_j^2/2, mass m, spacing R, temperature T.
# Classical: C_n = U lam^n, U = kT/sqrt(K0(K0+4K)), lam = 2K/(K0+2K+sqrt(K0(K0+4K))).
# Quantum: sum of the classical form over Matsubara w_l with K0 -> K0 + m w_l^2.
# k photoelectron wave number, G reciprocal-lattice vector. Lengths in A, springs in N/m.
import numpy as np
from scipy.constants import hbar, k as kB, atomic_mass, pi
from scipy.integrate import quad

A2 = 1e20  # m^2 -> A^2
m, R, K, K0, T, Tlow = 60 * atomic_mass, 2.5, 40.0, 10.0, 300.0, 10.0

def close(a, b, tol, scale=None):
    assert abs(a - b) <= tol * (abs(b) if scale is None else scale), (a, b)

def closed(K, K0, T):
    root = np.sqrt(K0 * (K0 + 4 * K))
    return kB * T * A2 / root, 2 * K / (K0 + 2 * K + root)

def matsubara(n, K, K0, T, L=200000):
    w1 = 2 * pi * kB * T / hbar
    U, lam = closed(K, K0 + m * (w1 * np.arange(L + 1.0)) ** 2, T)
    t = U * lam ** n
    tail = 2 * kB * T * A2 / (m * w1 ** 2 * (L + 0.5)) if n == 0 else 0.0
    return t[0] + 2 * t[1:].sum() + tail

def ring(N, K, K0):
    E = np.eye(N)
    return (K0 + 2 * K) * E - K * (np.roll(E, 1, 0) + np.roll(E, -1, 0))

def covariance(Phi, mass, T, mode="quantum", drop=0):
    s = 1 / np.sqrt(mass * np.ones(len(Phi)))
    w2, V = np.linalg.eigh(Phi * np.outer(s, s))
    w, V = np.sqrt(w2[drop:]), V[:, drop:] * s[:, None]
    if mode == "classical":
        f = kB * T / w ** 2
    elif T == 0:
        f = hbar / (2 * w)
    else:
        f = hbar / (2 * w) / np.tanh(hbar * w / (2 * kB * T))
    return (V * f) @ V.T * A2

u = np.linspace(-1.0, 1.0, 251)
def transfer(K, K0, T):
    """Boltzmann averages <f(u_0) g(u_n)>, n = 0..nmax, on a grid, infinite chain."""
    a, b = u[:, None], u[None, :]
    W = np.exp(-(K * (a - b) ** 2 / 2 + K0 * (a ** 2 + b ** 2) / 4) / (kB * T * A2))
    ev, V = np.linalg.eigh(W)
    phi, W = V[:, -1], W / ev[-1]
    def pair(f, g, nmax):
        v, out = f * phi, []
        for _ in range(nmax + 1):
            out.append((g * phi) @ v)
            v = W @ v
        return np.array(out)
    return pair

print(f"inputs: m = {m/atomic_mass:.0f} u, R = {R} A, K = {K} N/m, K0 = {K0} N/m")
print(f"kT at {T:.0f} K = {kB*T:.5e} J; kT/K = {kB*T*A2/K:.6f} A^2")
for name, kk in (("min", K0), ("max", K0 + 4 * K)):
    print(f"hbar w_{name}/kB = {hbar*np.sqrt(kk/m)/kB:.1f} K")

# classical closed form against Boltzmann quadrature, three chains
Kein = np.sqrt(K0 * (K0 + 4 * K))
for label, a, b in (("example", K, K0), ("uncoupled", 0.0, Kein), ("negative", -10.0, 60.0)):
    U, lam = closed(a, b, T)
    pair = transfer(a, b, T)
    C = pair(u, u, 6)
    for n in range(7):
        close(C[n], U * lam ** n, 1e-8, U)
    close(a * 2 * (C[0] - C[1]) + b * C[0], kB * T * A2, 1e-8)
    damp = pair(np.exp(-24j * u), np.exp(24j * u), 3)
    for n in (1, 2, 3):
        close(damp[n], np.exp(-2 * 12 ** 2 * 2 * U * (1 - lam ** n)), 1e-6)
    assert np.sign(round(C[1], 10)) == np.sign(a)
    print(f"classical {label}: K = {a:.1f}, K0 = {b:.3f} N/m, lambda = {lam:.5f}")
    print(f"  U = {U:.6f}, 2U = {2*U:.6f}, sigma1^2 = {2*U*(1-lam):.6f}, "
          f"sigma2^2 = {2*U*(1-lam**2):.6f} A^2")
Ucl, lam = closed(K, K0, T)
print(f"sqrt(K0(K0+4K)) = {Kein:.4f} N/m; decay length -1/ln(lambda) = {-1/np.log(lam):.3f} spacings")

# Bragg term is the far-pair limit; correlation enters at order 1/N
G = 3 * 2 * pi / R
g = transfer(K, K0, T)(np.exp(-1j * G * u), np.exp(1j * G * u), 2000).real
bragg = np.exp(-G ** 2 * Ucl)
S = bragg * sum(np.expm1(G ** 2 * Ucl * lam ** abs(n)) for n in range(-80, 81))
close(g[100], bragg, 1e-8)
print(f"G = {G:.4f} 1/A: exp(-G^2 U) = {bragg:.5f}, g_1 = {g[1]:.5f}, diffuse S = {S:.5f}")
for N in (20, 200, 2000):
    n = np.arange(1, N)
    I = (N * g[0] + 2 * np.sum((N - n) * g[n])) / N ** 2
    close(N * (I - bragg), S, 3.0 / N)  # end correction is of relative order 1/N
    print(f"  N = {N}: I/N^2 = {I:.5f}")

# quantum pinned pair in a Fock basis, against mode and Matsubara formulas
Tp, nb, big, kb = 100.0, 32, 110, 30.0
wb = np.sqrt(kb / m)
low = np.diag(np.sqrt(np.arange(1.0, big)), 1)
X = np.sqrt(hbar / (2 * m * wb) * A2) * (low + low.T)
xe, xv = np.linalg.eigh(X)
x, x2, one = X[:nb, :nb], (X @ X)[:nb, :nb], np.eye(nb)
eq = ((xv * np.exp(24j * xe)) @ xv.T)[:nb, :nb]
h = np.diag(hbar * wb * (np.arange(nb) + 0.5)) + 0.5 * (K0 + K - kb) * x2 / A2
H = (np.kron(h, one) + np.kron(one, h) - K * np.kron(x, x) / A2) / (kB * Tp)
E, V = np.linalg.eigh(H)
p = np.exp(-(E - E[0]))
rho = (V * (p / p.sum())) @ V.T
Uf, Cf = np.sum(rho * np.kron(x2, one)), np.sum(rho * np.kron(x, x))
df = np.sum(rho * np.kron(eq.conj(), eq))
cp = covariance(np.array([[K0 + K, -K], [-K, K0 + K]]), m, Tp)
close(Uf, cp[0, 0], 1e-6); close(Cf, cp[0, 1], 1e-6)
close(df, np.exp(-2 * 12 ** 2 * 2 * (cp[0, 0] - cp[0, 1])), 1e-6)
Al = K0 + m * (2 * pi * kB * Tp / hbar * np.arange(-20000, 20001.0)) ** 2
close(Cf, kB * Tp * A2 * np.sum(K / (Al * (Al + 2 * K))), 1e-6)
print(f"Fock pair, {Tp:.0f} K: U = {Uf:.6f}, C = {Cf:.6f} A^2, damping(k=12) = {df.real:.5f}")

# quantum chain: Matsubara sum, ring diagonalization, q integral
def fq(q, T):
    w = np.sqrt((K0 + 2 * K * (1 - np.cos(q))) / m)
    return hbar / (2 * m * w) / np.tanh(hbar * w / (2 * kB * T)) * A2 / pi
res = {}
for Tq in (T, Tlow):
    cov = covariance(ring(200, K, K0), m, Tq)
    C = [matsubara(n, K, K0, Tq) for n in range(11)]
    for n in range(11):
        close(C[n], cov[0, n], 1e-8, C[0])
        close(C[n], quad(lambda q: fq(q, Tq) * np.cos(n * q), 0, pi, epsabs=1e-13)[0], 1e-8, C[0])
        assert C[n] > 0
    res[Tq] = C
    print(f"quantum {Tq:.0f} K: U = {C[0]:.6f}, 2U = {2*C[0]:.6f}, B = {8*pi**2*C[0]:.4f} A^2")
    for n in (1, 2, 3, 5, 10):
        print(f"  n = {n}: C = {C[n]:.6f}, sigma^2 = {2*(C[0]-C[n]):.6f} A^2, "
              f"sigma^2/2U = {1-C[n]/C[0]:.4f}")
Uq = res[T][0]
s1 = 2 * (Uq - res[T][1])
wk = hbar ** 2 / (12 * m * kB * T) * A2
close(Uq - Ucl, wk, 0.03)  # next term is about (hbar w/kT)^2/60
print(f"U quantum - classical = {Uq-Ucl:.6f}; hbar^2/(12 m kT) = {wk:.6f} A^2")
shareU = quad(lambda q: fq(q, T), 0, pi / 4)[0] / Uq
shareS = quad(lambda q: 2 * fq(q, T) * (1 - np.cos(q)), 0, pi / 4)[0] / s1
assert shareS < 0.25 < shareU
print(f"share of modes |q| < pi/4: U {shareU:.4f}, sigma1^2 {shareS:.4f}")
for k in (8.0, 12.0):
    tr, na = np.exp(-2 * k * k * s1), np.exp(-4 * k * k * Uq)
    print(f"k = {k:.0f} 1/A: damping true {tr:.5f}, naive {na:.5f}, ratio {tr/na:.2f}")

# sign theorem on a random chain: random masses, positive first and second springs
rng = np.random.default_rng(1)
N = 10
Phi = np.diag(rng.uniform(2, 20, N))
for d in (1, 2):
    for j in range(N - d):
        s = rng.uniform(5, 60) / d
        Phi[j, j] += s; Phi[j + d, j + d] += s; Phi[j, j + d] -= s; Phi[j + d, j] -= s
masses = rng.uniform(10, 200, N) * atomic_mass
for Tq in (0.0, 30.0, 300.0):
    c = covariance(Phi, masses, Tq)
    assert c.min() > 1e-8
    print(f"random chain {Tq:.0f} K: smallest correlation = {c.min():.3e} A^2")
cneg = covariance(ring(100, -10.0, 60.0), m, Tlow)
close(cneg[0, 1], matsubara(1, -10.0, 60.0, Tlow), 1e-7)
assert cneg[0, 1] < 0
print(f"negative spring, quantum {Tlow:.0f} K: sigma1^2/2U = {1-cneg[0,1]/cneg[0,0]:.4f}")

# free ring, centre of mass removed
c0 = kB * T * A2 / K
for N in (10, 100, 1000):
    c = covariance(ring(N, K, 0.0), m, T, "classical", 1)
    close(c[0, 0], c0 * (N * N - 1) / (12 * N), 1e-7)
    for n in (1, 2, 5):
        close(2 * (c[0, 0] - c[0, n]), c0 * n * (N - n) / N, 1e-6)
    print(f"free ring N = {N}, classical: 2U = {2*c[0,0]:.5f}, sigma1^2 = {2*(c[0,0]-c[0,1]):.6f} A^2")
z = hbar / np.sqrt(m * K) * A2
ca, cb = (covariance(ring(N, K, 0.0), m, 0, drop=1) for N in (400, 800))
for n in range(1, 6):  # finite-N error about (n pi/N)^2/3
    close(2 * (cb[0, 0] - cb[0, n]), 2 * z / pi * sum(1 / (2 * j - 1) for j in range(1, n + 1)), 5e-4)
close(cb[0, 0] - ca[0, 0], z * np.log(2) / (2 * pi), 1e-3)
print(f"free ring T = 0: hbar/sqrt(mK) = {z:.6f}, sigma1^2(N=inf) = {2*z/pi:.6f} A^2")
print(f"  U(N=400) = {ca[0,0]:.6f}, U(N=800) = {cb[0,0]:.6f}, step = {z*np.log(2)/(2*pi):.6f} A^2")

# geometric corrections: perpendicular motion and the weight exp(-2r/mfp)/r^2
y, wy = np.polynomial.hermite_e.hermegauss(30)
wy = wy / wy.sum()
t2, mfp = 0.030, 8.0
a, b, c = np.meshgrid(np.sqrt(s1) * y, np.sqrt(t2) * y, np.sqrt(t2) * y, indexing="ij")
w3 = np.einsum("i,j,k->ijk", wy, wy, wy)
r = np.sqrt((R + a) ** 2 + b ** 2 + c ** 2)
var = np.sum(w3 * (r - np.sum(w3 * r)) ** 2)
close(var - s1, (t2 ** 2 - 2 * s1 * t2) / R ** 2, 0.05)  # next order in t^2/R^2
print(f"perpendicular t^2 = {t2} A^2: var r - sigma1^2 = {var-s1:.3e}, "
      f"formula {(t2**2-2*s1*t2)/R**2:.3e} A^2")
r = R + np.sqrt(s1) * y
we = wy * np.exp(-2 * r / mfp) / r ** 2
we = we / we.sum()
ve = np.sum(we * (r - np.sum(we * r)) ** 2)
close(ve / s1 - 1, 2 * s1 / R ** 2, 0.03)  # next order in sigma^2/R^2
print(f"weight, mean free path {mfp} A: relative change {ve/s1-1:.5f}, formula {2*s1/R**2:.5f}")
print("checks complete")
```

Output:

```
inputs: m = 60 u, R = 2.5 A, K = 40.0 N/m, K0 = 10.0 N/m
kT at 300 K = 4.14195e-21 J; kT/K = 0.010355 A^2
hbar w_min/kB = 76.5 K
hbar w_max/kB = 315.5 K
classical example: K = 40.0, K0 = 10.000 N/m, lambda = 0.60961
  U = 0.010046, 2U = 0.020091, sigma1^2 = 0.007843, sigma2^2 = 0.012625 A^2
classical uncoupled: K = 0.0, K0 = 41.231 N/m, lambda = 0.00000
  U = 0.010046, 2U = 0.020091, sigma1^2 = 0.020091, sigma2^2 = 0.020091 A^2
classical negative: K = -10.0, K0 = 60.000 N/m, lambda = -0.26795
  U = 0.011957, 2U = 0.023914, sigma1^2 = 0.030321, sigma2^2 = 0.022197 A^2
sqrt(K0(K0+4K)) = 41.2311 N/m; decay length -1/ln(lambda) = 2.020 spacings
G = 7.5398 1/A: exp(-G^2 U) = 0.56491, g_1 = 0.80016, diffuse S = 1.56274
  N = 20: I/N^2 = 0.63613
  N = 200: I/N^2 = 0.57266
  N = 2000: I/N^2 = 0.56569
Fock pair, 100 K: U = 0.008314, C = 0.006159 A^2, damping(k=12) = 0.28899
quantum 300 K: U = 0.010268, 2U = 0.020536, B = 0.8107 A^2
  n = 1: C = 0.006125, sigma^2 = 0.008286 A^2, sigma^2/2U = 0.4035
  n = 2: C = 0.003733, sigma^2 = 0.013070 A^2, sigma^2/2U = 0.6364
  n = 3: C = 0.002276, sigma^2 = 0.015985 A^2, sigma^2/2U = 0.7784
  n = 5: C = 0.000846, sigma^2 = 0.018845 A^2, sigma^2/2U = 0.9176
  n = 10: C = 0.000071, sigma^2 = 0.020394 A^2, sigma^2/2U = 0.9931
quantum 10 K: U = 0.002309, 2U = 0.004618, B = 0.1823 A^2
  n = 1: C = 0.000745, sigma^2 = 0.003128 A^2, sigma^2/2U = 0.6774
  n = 2: C = 0.000347, sigma^2 = 0.003923 A^2, sigma^2/2U = 0.8495
  n = 3: C = 0.000178, sigma^2 = 0.004261 A^2, sigma^2/2U = 0.9227
  n = 5: C = 0.000053, sigma^2 = 0.004512 A^2, sigma^2/2U = 0.9771
  n = 10: C = 0.000003, sigma^2 = 0.004611 A^2, sigma^2/2U = 0.9986
U quantum - classical = 0.000222; hbar^2/(12 m kT) = 0.000225 A^2
share of modes |q| < pi/4: U 0.6539, sigma1^2 0.1129
k = 8 1/A: damping true 0.34623, naive 0.07218, ratio 4.80
k = 12 1/A: damping true 0.09195, naive 0.00270, ratio 34.05
random chain 0 K: smallest correlation = 4.848e-05 A^2
random chain 30 K: smallest correlation = 1.054e-04 A^2
random chain 300 K: smallest correlation = 1.051e-03 A^2
negative spring, quantum 10 K: sigma1^2/2U = 1.1352
free ring N = 10, classical: 2U = 0.01709, sigma1^2 = 0.009319 A^2
free ring N = 100, classical: 2U = 0.17256, sigma1^2 = 0.010251 A^2
free ring N = 1000, classical: 2U = 1.72581, sigma1^2 = 0.010345 A^2
free ring T = 0: hbar/sqrt(mK) = 0.005283, sigma1^2(N=inf) = 0.003363 A^2
  U(N=400) = 0.005143, U(N=800) = 0.005726, step = 0.000583 A^2
perpendicular t^2 = 0.03 A^2: var r - sigma1^2 = 6.330e-05, formula 6.445e-05 A^2
weight, mean free path 8.0 A: relative change 0.00269, formula 0.00265
checks complete
```
